**Exciton splitting from a one-monolayer change of well width**

The program estimates the splitting as the monolayer thickness times the sum of the electron and hole slopes $|dE/dL|=2E/(L+2/\kappa)=V\rho_w$. Here $E$ is the confinement energy, $L$ the well width, $V$ the barrier height, $1/\kappa$ the decay length of the wave function in the barrier and $\rho_w$ the probability density at a wall. It asserts that energies, wall densities, outside probabilities and one-monolayer energy differences from grid diagonalization agree with the formulas. It also asserts the wide-well law $(L+2/k_0)^{-3}$ with its next correction, where $k_0=\sqrt{2mV}/\hbar$ and $m$ is the carrier mass, the linear narrow-well limit, and the position and height of the single-carrier maximum. A separate radial calculation gives the exciton binding energy, and the program asserts that its change per monolayer stays below 20 % of the confinement change at the tabulated widths up to 36 monolayers. For the model parameters the output shows a largest estimated splitting of 17.4 meV at a width of 1.36 nm. The local exponent of the summed slopes is 2.24 at 10 nm and 2.95 at 200 nm, so the inverse cube is approached slowly.

## Numerical check

```python
"""Exciton line splitting caused by a one-monolayer step in quantum-well width.

Result under test, for each carrier (mass m, barrier V, well width L):
    |dE/dL| = 2 E / (L + 2/kappa) = V * (probability density at a wall)
with kappa = sqrt(2m(V-E))/hbar and k0 = sqrt(2mV)/hbar.
The slope goes as L^-3 for L >> 2/k0, as L for L -> 0, with a maximum between.
Splitting estimate: monolayer * (electron slope + hole slope) at the mean width.
Energies are in meV and lengths in nm throughout.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.signal import fftconvolve

HBAR2_2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21      # meV nm^2
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e12      # meV nm
MONOLAYER = 0.28
DIELECTRIC = 12.5
MASS = {"electron": 0.07, "hole": 0.4}
BARRIER = {"electron": 200.0, "hole": 100.0}
CARRIERS = ("electron", "hole")
REDUCED_MASS = 1 / sum(1 / MASS[c] for c in CARRIERS)


def kinetic(c):
    return HBAR2_2M / MASS[c]


def k_zero(c):
    return np.sqrt(BARRIER[c] / kinetic(c))


def angle(c, width):
    """theta = k L / 2 of the even ground state."""
    s = k_zero(c) * width / 2
    return brentq(lambda t: t - s * np.cos(t), 0, np.pi / 2, xtol=1e-14)


def energy(c, width):
    return BARRIER[c] * np.cos(angle(c, width))**2


def decay(c, width):
    return k_zero(c) * np.sin(angle(c, width))


def slope(c, width):
    return 2 * energy(c, width) / (width + 2 / decay(c, width))


def total_slope(width):
    return sum(slope(c, width) for c in CARRIERS)


def local_exponent(width, function=total_slope):
    ratio = function(1.001 * width) / function(0.999 * width)
    return -np.log(ratio) / np.log(1.001 / 0.999)


@lru_cache(None)
def grid_state(c, layers):
    """Diagonalize on a grid: energy, wall density, probability outside."""
    h, half = MONOLAYER / 14, 3000
    z = (np.arange(-half, half) + 0.5) * h
    outside = np.abs(z) > 7 * layers * h      # walls midway between points
    t = kinetic(c) / h**2
    diagonal = 2 * t + BARRIER[c] * outside
    val, vec = eigh_tridiagonal(diagonal, -t * np.ones(2 * half - 1),
                                select="i", select_range=(0, 0))
    density = vec[:, 0]**2 / h
    right = half + 7 * layers
    wall = (density[right - 1] + density[right]) / 2
    return val[0], wall, density[outside].sum() * h


def grid_drop(c, layers):
    """Confinement energy lost when one monolayer is added."""
    return grid_state(c, layers)[0] - grid_state(c, layers + 1)[0]


# In-plane relative motion in the Coulomb attraction averaged over z.
Z_STEP, Z_HALF = 0.04, 2000
Z_GRID = np.arange(-Z_HALF, Z_HALF + 1) * Z_STEP
Z_REL = np.arange(2 * Z_HALF + 1) * Z_STEP
R_STEP = 0.1
R_GRID = (np.arange(1200) + 0.5) * R_STEP
KERNEL = 1 / np.sqrt(R_GRID[:, None]**2 + Z_REL[None, :]**2)


def radial_ground(potential):
    """Binding energy and mean radius of the lowest 2D s state."""
    t = HBAR2_2M / REDUCED_MASS / R_STEP**2
    edge = R_GRID[:-1] + R_STEP / 2
    off = -t * edge / np.sqrt(R_GRID[:-1] * R_GRID[1:])
    val, vec = eigh_tridiagonal(2 * t + potential, off,
                                select="i", select_range=(0, 0))
    return -val[0], np.sum(vec[:, 0]**2 * R_GRID)


def subband_density(c, width):
    k = 2 * angle(c, width) / width
    beyond = np.maximum(np.abs(Z_GRID) - width / 2, 0)
    inner = np.minimum(np.abs(Z_GRID), width / 2)
    rho = np.cos(k * inner)**2 * np.exp(-2 * decay(c, width) * beyond)
    return rho / (rho.sum() * Z_STEP)


@lru_cache(None)
def exciton(layers):
    width = layers * MONOLAYER
    pair = fftconvolve(subband_density("electron", width),
                       subband_density("hole", width)) * Z_STEP
    weight = 2 * pair[2 * Z_HALF:] * Z_STEP
    weight[0] /= 2
    return radial_ground(-COULOMB / DIELECTRIC * (KERNEL @ weight))


# --- formulas against grid diagonalization
LAYERS = (2, 3, 4, 5, 6, 8, 12, 18, 36, 72)
for c in CARRIERS:
    for n in LAYERS:
        width = n * MONOLAYER
        e_grid, wall, leaked = grid_state(c, n)
        assert abs(e_grid - energy(c, width)) < 0.01
        assert abs(BARRIER[c] * wall / slope(c, width) - 1) < 3e-3
        leak_formula = slope(c, width) / BARRIER[c] / decay(c, width)
        assert abs(leaked - leak_formula) < 2e-3

# --- slope estimate against true one-monolayer differences
rows, worst = [], 0.0
for n in LAYERS:
    middle = (n + 0.5) * MONOLAYER
    estimate = MONOLAYER * total_slope(middle)
    true = sum(grid_drop(c, n) for c in CARRIERS)
    worst = max(worst, abs(estimate / true - 1))
    binding_change = exciton(n)[0] - exciton(n + 1)[0]
    rows.append((n, middle, estimate, true, binding_change,
                 true - binding_change))
assert worst < 0.02

# --- wide-well and narrow-well limits
for c in CARRIERS:
    to_cubic = {}
    for n in (50, 100, 200):
        effective = (n + 0.5) * MONOLAYER + 2 / k_zero(c)
        cubic = 2 * np.pi**2 * kinetic(c) / effective**3
        to_cubic[n] = grid_drop(c, n) / MONOLAYER / cubic
        next_term = 5 * np.pi**2 / (3 * (k_zero(c) * effective)**3)
        assert abs(to_cubic[n] - (1 - next_term)) < 2e-3
    assert abs(to_cubic[100] / to_cubic[200] - 1) < 0.01
    assert abs(to_cubic[100] - 1) < 0.01
    exponent = local_exponent(20.0, lambda w: slope(c, w))
    assert abs(exponent / (3 * 20 / (20 + 2 / k_zero(c))) - 1) < 0.01
    thin = 0.01
    numeric = (energy(c, 0.9 * thin) - energy(c, 1.1 * thin)) / (0.2 * thin)
    assert abs(numeric / (BARRIER[c]**2 * thin / (2 * kinetic(c))) - 1) < 0.01
assert 2.9 < local_exponent(200.0) < 3.0

# --- universal maximum against a scan of numerical derivatives
theta = brentq(lambda t: -3 * np.tan(t) + 1 / np.tan(t) - t * np.cos(t)
               / (np.cos(t) + t * np.sin(t)), 0.1, 1.4)
peak_k0L = 2 * theta / np.cos(theta)
peak_g = (np.cos(theta)**3 * np.sin(theta)
          / (np.cos(theta) + theta * np.sin(theta)))
for c in CARRIERS:
    scan = np.linspace(0.1, 12, 2401) / k_zero(c)
    d = 1e-4
    numeric = np.array([(energy(c, w - d) - energy(c, w + d)) / (2 * d)
                        for w in scan])
    top = numeric.argmax()
    assert abs(scan[top] * k_zero(c) - peak_k0L) < 0.02
    assert abs(numeric[top] / (BARRIER[c] * k_zero(c)) - peak_g) < 1e-4
    assert np.all(np.diff(numeric[:top + 1]) > 0)
    assert np.all(np.diff(numeric[top:]) < 0)

peak = minimize_scalar(lambda w: -total_slope(w), bounds=(0.3, 5),
                       method="bounded", options={"xatol": 1e-8})
peak_width, peak_split = peak.x, -peak.fun * MONOLAYER
single = {c: peak_k0L / k_zero(c) for c in CARRIERS}
assert single["hole"] < peak_width < single["electron"]
hard_wall = MONOLAYER * sum(2 * np.pi**2 * kinetic(c) / peak_width**3
                            for c in CARRIERS)

# --- exciton binding: solver check, then size of the neglected term
rydberg = (COULOMB / DIELECTRIC)**2 * REDUCED_MASS / (4 * HBAR2_2M)
bohr = 2 * HBAR2_2M * DIELECTRIC / (REDUCED_MASS * COULOMB)
flat_binding = radial_ground(-COULOMB / DIELECTRIC / R_GRID)[0]
assert abs(flat_binding / (4 * rydberg) - 1) < 0.02
share = {r[0]: abs(r[4]) / r[3] for r in rows}
assert max(share[n] for n in LAYERS if n <= 36) < 0.20
assert share[72] > share[36]
assert exciton(2)[0] < exciton(3)[0] and exciton(36)[0] > exciton(37)[0]
net = {n: sum(energy(c, n * MONOLAYER) - energy(c, (n + 1) * MONOLAYER)
              for c in CARRIERS) - exciton(n)[0] + exciton(n + 1)[0]
       for n in range(2, 13)}
net_best = max(net, key=net.get)
assert 2 < net_best < 12

# --- printed numbers
print(f"hbar^2/(2 m_e) = {HBAR2_2M:.3f} meV nm^2")
print(f"monolayer = {MONOLAYER} nm, dielectric constant = {DIELECTRIC}")
for c in CARRIERS:
    print(f"{c}: mass {MASS[c]} m_e, barrier {BARRIER[c]:.0f} meV, "
          f"k0 {k_zero(c):.4f} /nm, 2/k0 {2 / k_zero(c):.3f} nm")
print(f"maximum, any well: theta {theta:.4f}, k0 L {peak_k0L:.4f}, "
      f"E/V {np.cos(theta)**2:.4f}, slope/(V k0) {peak_g:.4f}")
for c in CARRIERS:
    print(f"{c} alone: peak at L = {single[c]:.3f} nm, slope "
          f"{peak_g * BARRIER[c] * k_zero(c):.2f} meV/nm")
print(f"sum: peak at L = {peak_width:.3f} nm = "
      f"{peak_width / MONOLAYER:.2f} monolayers")
print(f"sum: peak splitting estimate = {peak_split:.2f} meV")
print(f"infinite-barrier estimate at that width = {hard_wall:.0f} meV")
print("Steps N -> N+1; energies in meV; L = mean width in nm")
print("  N      L  estimate  true diff  binding drop    net")
for n, mid, est, true, db, total in rows:
    print(f"{n:3d} {mid:6.2f} {est:9.3f} {true:10.3f} {db:13.3f} {total:6.3f}")
print(f"largest error of slope estimate = {100 * worst:.2f} %")
print(f"largest net splitting, N = 2 to 12: N = {net_best}, "
      f"{net[net_best]:.2f} meV")
for w in (5.0, 10.0, 20.0, 200.0):
    print(f"local exponent of confinement slope at {w:.0f} nm = "
          f"{local_exponent(w):.3f}")
w10 = 36 * MONOLAYER
print(f"Worked width, 36 monolayers: L = {w10:.2f} nm")
for c in CARRIERS:
    print(f"  {c}: E {energy(c, w10):.3f} meV, 1/kappa "
          f"{1 / decay(c, w10):.3f} nm, slope {slope(c, w10):.3f} meV/nm")
for n in (2, 5, 36):
    print(f"outside well, N = {n}: electron "
          f"{100 * grid_state('electron', n)[2]:.1f} %, hole "
          f"{100 * grid_state('hole', n)[2]:.1f} %")
print(f"bulk exciton: radius {bohr:.2f} nm, binding {rydberg:.2f} meV")
for n in (2, 5, 36, 72):
    print(f"exciton, N = {n}: binding {exciton(n)[0]:.2f} meV, "
          f"mean in-plane radius {exciton(n)[1]:.1f} nm")
for n in (5, 36, 72):
    print(f"binding change / confinement change, N = {n}: "
          f"{100 * share[n]:.1f} %")
print("verified")
```

Output:

```
hbar^2/(2 m_e) = 38.100 meV nm^2
monolayer = 0.28 nm, dielectric constant = 12.5
electron: mass 0.07 m_e, barrier 200 meV, k0 0.6062 /nm, 2/k0 3.299 nm
hole: mass 0.4 m_e, barrier 100 meV, k0 1.0246 /nm, 2/k0 1.952 nm
maximum, any well: theta 0.4772, k0 L 1.0745, E/V 0.7890, slope/(V k0) 0.2907
electron alone: peak at L = 1.773 nm, slope 35.24 meV/nm
hole alone: peak at L = 1.049 nm, slope 29.78 meV/nm
sum: peak at L = 1.363 nm = 4.87 monolayers
sum: peak splitting estimate = 17.41 meV
infinite-barrier estimate at that width = 1397 meV
Steps N -> N+1; energies in meV; L = mean width in nm
  N      L  estimate  true diff  binding drop    net
  2   0.70    13.991     13.910        -1.381 15.291
  3   0.98    16.428     16.365        -0.935 17.300
  4   1.26    17.348     17.307        -0.654 17.960
  5   1.54    17.257     17.233        -0.460 17.693
  6   1.82    16.564     16.551        -0.321 16.872
  8   2.38    14.395     14.394        -0.142 14.536
 12   3.50     9.961      9.964         0.018  9.946
 18   5.18     5.653      5.655         0.083  5.572
 36  10.22     1.468      1.468         0.079  1.389
 72  20.30     0.275      0.275         0.045  0.231
largest error of slope estimate = 0.58 %
largest net splitting, N = 2 to 12: N = 4, 17.96 meV
local exponent of confinement slope at 5 nm = 1.631
local exponent of confinement slope at 10 nm = 2.237
local exponent of confinement slope at 20 nm = 2.589
local exponent of confinement slope at 200 nm = 2.954
Worked width, 36 monolayers: L = 10.08 nm
  electron: E 29.621 meV, 1/kappa 1.787 nm, slope 4.339 meV/nm
  hole: E 6.470 meV, 1/kappa 1.009 nm, slope 1.070 meV/nm
outside well, N = 2: electron 94.6 %, hole 85.9 %
outside well, N = 5: electron 73.5 %, hole 49.0 %
outside well, N = 36: electron 3.9 %, hole 1.1 %
bulk exciton: radius 11.10 nm, binding 5.19 meV
exciton, N = 2: binding 7.92 meV, mean in-plane radius 11.2 nm
exciton, N = 5: binding 10.89 meV, mean in-plane radius 8.9 nm
exciton, N = 36: binding 10.27 meV, mean in-plane radius 9.4 nm
exciton, N = 72: binding 8.11 meV, mean in-plane radius 11.1 nm
binding change / confinement change, N = 5: 2.7 %
binding change / confinement change, N = 36: 5.4 %
binding change / confinement change, N = 72: 16.2 %
verified
```
